# Small-signal network and negative resistance of a first-order volatile memristive device, part 1

(Sections cited here and not found follow in the second part.)

## 1. The equivalent network and the sign of the static slope

### The result

A volatile memristive device with one internal state $x$, held at a steady bias point, responds to small signals like a resistor $R_p$ in parallel with a resistor $R_s$ and an inductor $L$ in series. Its admittance at complex frequency $s$ is

$$Y(s)=\frac{1}{R_p}+\frac{1}{R_s+sL},\qquad R_p=\frac1g,\quad L=\frac{1}{bc},\quad R_s=-\frac{a}{bc}, \tag{1}$$

where $g$, $a$, $b$, $c$ are four partial derivatives of the device equations at the bias point, defined below. The elements need not be positive. With

$$a_i=a-\frac{bc}{g}, \tag{2}$$

the slope resistance of the static current-voltage curve is

$$R_{dc}=\frac{dV}{dI}=R_p\,\frac{a}{a_i}. \tag{3}$$

The number $a$ is the growth rate of a disturbance of the state when the voltage is held fixed, and $a_i$ is the growth rate when the current is held fixed. For $g>0$, therefore, the device has negative differential resistance (NDR) if and only if it is stable under one of these two drives and unstable under the other. Being volatile guarantees neither a positive inductance nor NDR; both depend on the signs and sizes of $a$ and $bc$.

### Device equations and assumptions

The device obeys

$$i=h(x,v),\qquad \frac{dx}{dt}=f(x,v), \tag{4}$$

with smooth functions $h$ and $f$. The current $i$ enters the terminal at which the voltage $v$ is positive, so $iv>0$ means that the device absorbs power. For a memristive device $h(x,v)=G(x,v)\,v$, and the current vanishes with the voltage whatever the state. The device is volatile if, at $v=0$, the state relaxes to a rest value. A filament that cools or a population of trapped charge that empties are states of this kind. For trapped charge the form $h=Gv$ keeps only the effect on the conductance; the current that the charge induces at the terminals while it moves is left out, and that current does not vanish at $v=0$.

A bias point is a pair $(X,V)$ with

$$f(X,V)=0,\qquad I=h(X,V). \tag{5}$$

The four derivatives, all taken at this point, are

$$g=\frac{\partial h}{\partial v},\quad b=\frac{\partial h}{\partial x},\quad c=\frac{\partial f}{\partial v},\quad a=\frac{\partial f}{\partial x}. \tag{6}$$

Here $g$ is the conductance seen by a signal too fast for the state to follow. I assume $g>0$, $a\neq0$, $a_i\neq0$ and $bc\neq0$ unless a limit is being discussed. Whatever the unit of $x$, the product $bc$ has the unit S/s and $a$ has the unit 1/s.

### Linearization

Write $x=X+\delta x$, $v=V+\delta v$, $i=I+\delta i$ and expand (4) to first order. The zeroth-order terms cancel by (5), which leaves

$$\delta i=b\,\delta x+g\,\delta v,\qquad \frac{d\,\delta x}{dt}=a\,\delta x+c\,\delta v. \tag{7}$$

Let all small quantities vary as $e^{st}$. The time derivative becomes multiplication by $s$, so the second equation reads $(s-a)\,\delta x=c\,\delta v$, or

$$\delta x=\frac{c}{s-a}\,\delta v. \tag{8}$$

Putting this into the first equation of (7) and dividing by $\delta v$ gives

$$Y(s)=\frac{\delta i}{\delta v}=g+\frac{bc}{s-a}. \tag{9}$$

The first term is a conductance, hence $R_p=1/g$. In the second term, divide numerator and denominator by $bc$:

$$\frac{bc}{s-a}=\frac{1}{\dfrac{s}{bc}-\dfrac{a}{bc}}. \tag{10}$$

This is the admittance of an inductor $L=1/(bc)$ in series with a resistor $R_s=-a/(bc)$. The two terms of (9) add as admittances, so the branches are in parallel, and (1) is proved.

The inductor stands for a delay, not for a magnetic field. To see this, apply a small voltage step $\delta v$ at $t=0$ with $\delta x(0)=0$. The solution of the second equation of (7) is $\delta x=(c/a)(e^{at}-1)\,\delta v$, as substitution confirms, and the current is

$$\delta i(t)=\left[g+\frac{bc}{a}\left(e^{at}-1\right)\right]\delta v. \tag{11}$$

For $a<0$ and $bc>0$ the current jumps to $g\,\delta v$ and then rises further as the state responds. A delayed rise of current is what an inductive branch produces. For $a<0$ and $bc<0$ the current jumps and then sags, as in a capacitive branch, and (1) then contains a negative $L$.

If $bc=0$, the second term of (9) is absent and the device looks like a plain resistor. This happens at zero bias, because $h=Gv$ gives $b=(\partial G/\partial x)V=0$ at $V=0$. For $h=Gv$ the reactive behaviour thus needs a bias. A current induced by moving charge lies outside this form and can give a reactance at zero bias as well.

### Independence of the state coordinate

The state may be described by another variable $y=\varphi(x)$ with $\varphi'\neq0$. Since $x$ changes by $\delta y/\varphi'$, the new current derivative is $\tilde b=b/\varphi'$. The new rate equation is $dy/dt=\varphi'(x)f(x,v)$, so $\tilde c=\varphi'c$, and

$$\tilde a=\frac{1}{\varphi'}\frac{\partial}{\partial x}\left(\varphi' f\right)=\frac{\varphi'' f+\varphi' a}{\varphi'}=a, \tag{12}$$

because $f=0$ at the bias point. Hence $a$, $g$ and $\tilde b\tilde c=bc$ are unchanged, and so are all elements in (1). They are properties of the terminals, not of the chosen description.

### The two natural rates

Bring (9) over a common denominator and take out the factor $g$:

$$Y(s)=\frac{g(s-a)+bc}{s-a}=g\,\frac{s-a+bc/g}{s-a}=g\,\frac{s-a_i}{s-a}. \tag{13}$$

The impedance is the inverse,

$$Z(s)=\frac{1}{Y(s)}=R_p\,\frac{s-a}{s-a_i}. \tag{14}$$

The pole of $Y$ is the rate at fixed voltage: setting $\delta v=0$ in (7) gives $d\,\delta x/dt=a\,\delta x$. The pole of $Z$ is the rate at fixed current. Setting $\delta i=0$ in (7) gives $\delta v=-(b/g)\,\delta x$, and then

$$\frac{d\,\delta x}{dt}=\left(a-\frac{bc}{g}\right)\delta x=a_i\,\delta x. \tag{15}$$

These rates also decide what can be measured. A sinusoidal steady state under voltage drive is reached only if the free motion $e^{at}$ dies out, so it requires $a<0$. Under current drive it requires $a_i<0$. If $a>0>a_i$, the function $Y(s)$ is still well defined, but it cannot be measured with an ideal voltage source. It can be obtained as $1/Z$ from a current-driven measurement, provided that the capacitance across the device stays below $g/a$, which is the limit (37) for $R\to\infty$.

### The static curve and the condition for NDR

Along the static curve $f(x,v)=0$. Because $c\neq0$, this equation fixes $v$ as a function of $x$ near the bias point. Differentiating it gives $a+c\,dv/dx=0$, so

$$\frac{dv}{dx}=-\frac{a}{c}. \tag{16}$$

The current along the same curve changes as

$$\frac{di}{dx}=b+g\frac{dv}{dx}=\frac{bc-ga}{c}=-\frac{g\,a_i}{c}, \tag{17}$$

where the last step uses $g\,a_i=ga-bc$ from (2). The ratio of (16) to (17) is $a/(g\,a_i)$, which is (3). It equals $Z(0)$ from (14), as it should. No stability was assumed, so (3) also holds on parts of the curve that a given source cannot hold.

With $R_p>0$, equation (3) gives

$$R_{dc}<0\quad\Longleftrightarrow\quad a\,a_i<0. \tag{18}$$

There are two ways to satisfy this. Since $g>0$, the statement $a_i<0$ is the same as $bc>ag$, and $a_i>0$ is the same as $bc<ag$. Therefore

$$\text{S-type:}\quad a>0,\quad bc>ag, \tag{19}$$

$$\text{N-type:}\quad a<0,\quad bc<ag. \tag{20}$$

An S-type point is stable at fixed current and unstable at fixed voltage. There $bc>0$, so $L>0$ and $R_s<0$. An N-type point is stable at fixed voltage and unstable at fixed current. There $bc<0$, so $L<0$ and, from $R_s=-a/(bc)$ with both $a$ and $bc$ negative, again $R_s<0$.

Both cases fit one condition on the network. At $s=0$ the inductor is a short circuit, and $1/R_{dc}=1/R_p+1/R_s$. This is negative when $R_s$ is negative and smaller in magnitude than $R_p$:

$$-R_p<R_s<0. \tag{21}$$

The static conductance $1/R_s$ contributed by the state has to be negative and larger in magnitude than the frozen-state conductance $g$.

If $a$ and $a_i$ are both negative, the slope is positive and the point is stable under either drive. If both are positive, the slope is again positive but the point is unstable under either drive. A positive slope alone is therefore no proof of stability.

The edges of an NDR region follow from (16) and (17). Where $a$ changes sign, $dv/dx$ changes sign and the voltage has an extremum. Where $a_i$ changes sign, the current has an extremum. At zero bias $b=0$, hence $a_i=a$, and a volatile device whose rest state relaxes exponentially has $a<0$. It starts with both rates negative. As the bias point moves continuously from there along the static curve with $g>0$, NDR first appears when one rate passes through zero: $a$ for the S-type, $a_i$ for the N-type. If a later part of the curve has both rates positive, the roles are exchanged for an NDR region entered from that part: $a_i$ turns negative for the S-type, $a$ for the N-type.

If $g$ were negative, the sign in (18) would reverse, and the device would have a negative resistance even with its state frozen. That case lies outside the conditions above.

### Two other forms of the network

The same impedance can be drawn with other elements. Separate the static value from (14):

$$Z(s)-R_{dc}=R_p\left[\frac{s-a}{s-a_i}-\frac{a}{a_i}\right]=R_p\,\frac{a_i(s-a)-a(s-a_i)}{a_i(s-a_i)}=R_p\,\frac{a_i-a}{a_i}\,\frac{s}{s-a_i}. \tag{22}$$

A resistor $R'$ in parallel with an inductor $L'$ has the impedance

$$\frac{sL'R'}{R'+sL'}=R'\,\frac{s}{s+R'/L'}. \tag{23}$$

Comparison gives $R'=R_p(a_i-a)/a_i=R_p-R_{dc}$ and $R'/L'=-a_i$. For $a_i<0$ the device is thus $R_{dc}$ in series with the parallel pair

$$R'=R_p-R_{dc},\qquad L'=\frac{R'}{|a_i|}. \tag{24}$$

If also $bc>0$, then $a_i-a=-bc/g<0$, so $R'$ and $L'$ are positive. At an S-type point the negative sign then sits in $R_{dc}$ alone. At low frequency (22) becomes $Z\approx R_{dc}+sL'$, so $L'$ is the inductance read from the initial slope of the reactance. In general it differs from $L$. Since $a_i-a=-bc/g$ and $R_p=1/g$, the resistor is $R'=R_p(a_i-a)/a_i=bc/(g^2|a_i|)$, and one finds $L'=bc/(g^2a_i^2)$, whereas $L=1/(bc)$. A quoted inductance needs its circuit.

For $a<0$ and $bc<0$ a capacitor is the natural element. From (9), with $1/R_{dc}=g-bc/a$,

$$Y(s)-\frac{1}{R_{dc}}=\frac{bc}{s-a}+\frac{bc}{a}=\frac{bc}{a}\,\frac{s}{s-a}. \tag{25}$$

A series pair $R_c$, $C$ has the admittance $sC/(1+sR_cC)=(1/R_c)\,s/[s+1/(R_cC)]$. Comparison gives $1/R_c=bc/a$ and $1/(R_cC)=-a$, hence

$$R_c=\frac{a}{bc},\qquad C=-\frac{bc}{a^2}, \tag{26}$$

both positive. The device is then this branch in parallel with the conductance $1/R_{dc}$, which is negative at an N-type point.

### The frequency limit of the negative resistance

Put $s=i\omega$ in (14), where $i$ in front of $\omega$ is the imaginary unit, and multiply numerator and denominator by $-i\omega-a_i$:

$$Z(i\omega)=R_p\,\frac{\omega^2+a\,a_i+i\omega(a-a_i)}{\omega^2+a_i^2}. \tag{27}$$

At an NDR point $a\,a_i<0$, and the real part is negative for $\omega<\omega_0$ with

$$\omega_0=\sqrt{-a\,a_i}. \tag{28}$$

Since $Y=Z^*/|Z|^2$, the real part of $Y$ has the same sign. Below $\omega_0$ the device can deliver signal power, which it takes from the bias source. Above $\omega_0$ the state follows too weakly, and $Z$ tends to $R_p$. The reactance has the sign of $a-a_i=bc/g$: inductive for the S-type, capacitive for the N-type.

## 2. Stability in a circuit and a Joule-heated device

### Symbols and results carried over

The device obeys $i=h(x,v)$, $dx/dt=f(x,v)$. At the bias point $g=\partial h/\partial v>0$, $b=\partial h/\partial x$, $c=\partial f/\partial v$ and $a=\partial f/\partial x$. The growth rate of the state is $a$ at fixed voltage and $a_i=a-bc/g$ at fixed current. The network is $R_p=1/g$ in parallel with the series branch $L=1/(bc)$, $R_s=-a/(bc)$. The static slope is $R_{dc}=R_pa/a_i$. It is negative for $a>0>a_i$ (S-type) and for $a<0<a_i$ (N-type), and the real part of the impedance is then negative below $\omega_0=\sqrt{-a\,a_i}$.

### Load resistor

Let a constant voltage source feed the device through a resistor $R$. The source does not vary, so $\delta v=-R\,\delta i$. The current equation in (7) becomes $\delta i=b\,\delta x-gR\,\delta i$, which gives

$$\delta i=\frac{b\,\delta x}{1+gR},\qquad \delta v=-\frac{Rb\,\delta x}{1+gR}. \tag{29}$$

Insert $\delta v$ into the state equation and use $bc=g(a-a_i)$. The growth rate with the load is

$$a_R=a-\frac{Rg(a-a_i)}{1+Rg}=\frac{a+Rg\,a_i}{1+Rg}. \tag{30}$$

It is a weighted mean of the two natural rates. It tends to $a$ for $R\to0$, where the source fixes the voltage, and to $a_i$ for $R\to\infty$, where it fixes the current.

At an S-type point $a_R<0$ means $Rg|a_i|>a$. Dividing by $g|a_i|$ and using (3),

$$\text{S-type stable:}\quad R>|R_{dc}|. \tag{31}$$

At an N-type point $a_R<0$ means $Rg\,a_i<|a|$, so

$$\text{N-type stable:}\quad R<|R_{dc}|. \tag{32}$$

If both rates are positive, their weighted mean is positive for every $R\ge0$, and no series resistor stabilizes the point.

This part has established the equivalent network, the condition for negative differential resistance, and the series resistances for which S-type and N-type bias points are stable. What remains is the effect of a capacitance across the device, the application to a Joule-heated device with numerical examples, and the limits of the description.
